# Proper-time Dirac propagator in a constant magnetic field and its Landau poles, part 1

(Sections cited here and not found follow in the second part.)

## Part one: proper time and the phase

**Q.** A uniform magnetic field looks the same from every point, so I expect the Dirac propagator to depend on $x-x'$ alone and to have an ordinary Fourier transform. Yet any vector potential I write down singles out a point or a line. Which operator are we inverting, and in what sense is its inverse translation invariant?

**A.** Take the operator first. Units are $\hbar=c=1$, with energies in units of the mass $m$; Hartree units would add powers of $c$ to many of the formulas. The metric is $(+,-,-,-)$, with $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$. A particle of charge $q$ moves in a classical, constant field $B$ along $z$, and radiative corrections are ignored. With $\Pi_\mu=i\partial_\mu-qA_\mu$ and $\hat\Pi=\gamma^\mu\Pi_\mu$, the propagator is $S=i(\hat\Pi-m)^{-1}$ with the Feynman rule $m^2\to m^2-i0$. Choose for now a potential with $A^0=A^3=0$ that depends on $\mathbf r=(x,y)$. Then $t$ and $z$ enter through plane waves $e^{-ik_0t+ik_3z}$, and

$$\hat\Pi=\hat k_\parallel-\gamma^1\Pi_x-\gamma^2\Pi_y ,\qquad \hat k_\parallel=\gamma^0k_0-\gamma^3k_3 ,$$

where $\boldsymbol\Pi=\mathbf p-q\mathbf A$ and $\mathbf p=-i\nabla$. The two transverse momenta do not commute:

$$[\Pi_x,\Pi_y]=-q[p_x,A_y]-q[A_x,p_y]=iq(\partial_xA_y-\partial_yA_x)=iqB .$$

I write $\beta=|qB|$, $\sigma=\mathrm{sgn}(qB)$ and $k_\parallel^2=k_0^2-k_3^2$.

**Q.** A first-order matrix operator with non-commuting entries is awkward to invert. If you square it, does the non-commutativity not spoil the result?

**A.** It leaves one extra term. The square of $\hat k_\parallel$ is $k_\parallel^2$. The cross terms between $\hat k_\parallel$ and the transverse part cancel, because $k_0,k_3$ are numbers and $\gamma^0,\gamma^3$ anticommute with $\gamma^1,\gamma^2$. In the transverse square, $(\gamma^1)^2=(\gamma^2)^2=-1$ and $\gamma^2\gamma^1=-\gamma^1\gamma^2$ give

$$(\gamma^1\Pi_x+\gamma^2\Pi_y)^2=-\Pi_x^2-\Pi_y^2+\gamma^1\gamma^2[\Pi_x,\Pi_y]=-\Pi_\perp^2+qB\,\Sigma ,$$

with $\Sigma=i\gamma^1\gamma^2$. This matrix has $\Sigma^2=-\gamma^1\gamma^2\gamma^1\gamma^2=1$, commutes with $\gamma^0$ and $\gamma^3$, and is $\mathrm{diag}(1,-1,1,-1)$ in the Dirac representation: twice the spin along $z$. Hence

$$\hat\Pi^2=k_\parallel^2-H_\perp ,\qquad H_\perp=\Pi_\perp^2-qB\,\Sigma .$$

The spectrum of $H_\perp$ is needed below. Put $b=(\Pi_x+i\sigma\Pi_y)/\sqrt{2\beta}$. Then $[b,b^\dagger]=-2i\sigma[\Pi_x,\Pi_y]/2\beta=\sigma qB/\beta=1$, and $b^\dagger b=(\Pi_\perp^2+i\sigma[\Pi_x,\Pi_y])/2\beta=(\Pi_\perp^2-\beta)/2\beta$. So $\Pi_\perp^2$ has eigenvalues $\beta(2\nu+1)$, $\nu=0,1,\dots$ With the projectors $P_\pm=(1\pm\sigma\Sigma)/2$ one has $qB\Sigma=\beta(P_+-P_-)$, so $H_\perp$ equals $2\nu\beta$ on $P_+$ states and $2(\nu+1)\beta$ on $P_-$ states. It is Hermitian and non-negative, with eigenvalues $2n\beta$.

**Q.** And the inverse?

**A.** Since $(\hat\Pi-m)(\hat\Pi+m)=\hat\Pi^2-m^2$, we have $S=(\hat\Pi+m)\,i(\hat\Pi^2-m^2+i0)^{-1}$. For a number $\lambda$ with positive imaginary part, $\int_0^\infty ds\,e^{is\lambda}=i/\lambda$. Applied to each eigenvalue this gives

$$S=(\hat\Pi+m)\int_0^\infty ds\;e^{is(k_\parallel^2-m^2)}\,e^{isqB\Sigma}\,e^{-is\Pi_\perp^2} .$$

The exponential factorizes because a number, a constant matrix and a spin-independent operator commute. The variable $s$, of dimension inverse mass squared, is Schwinger's proper time. The last factor is the evolution operator of a spinless particle of mass $1/2$ in the plane, and all dependence on the gauge sits in its kernel $K(\mathbf r,\mathbf r';s)=\langle\mathbf r|e^{-is\Pi_\perp^2}|\mathbf r'\rangle$ and in the prefactor $\hat\Pi$.

**Q.** That returns us to my first worry. How do you get the potential out of $K$ without choosing a gauge?

**A.** Fix $\mathbf r'$, put $\boldsymbol\Delta=\mathbf r-\mathbf r'$, and define a phase by the line integral along the straight segment from $\mathbf r'$ to $\mathbf r$:

$$\Phi=e^{i\vartheta},\qquad \vartheta(\mathbf r,\mathbf r')=q\int_0^1du\;A_j(\mathbf r'+u\boldsymbol\Delta)\,\Delta_j .$$

Differentiate with respect to $r_i$. The factor $\Delta_j$ gives $A_i$ and the argument gives $u\,\Delta_j\partial_iA_j$. Compare this with the total derivative $\frac{d}{du}[uA_i]=A_i+u\,\Delta_j\partial_jA_i$, whose integral is $A_i(\mathbf r)$. Subtracting,

$$\partial_i\vartheta=qA_i(\mathbf r)+q\int_0^1du\,u\,\Delta_j(\partial_iA_j-\partial_jA_i) .$$

The bracket is $\epsilon_{ijk}B_k$. Here the constancy of the field is used: the bracket leaves the integral, $\int_0^1u\,du=1/2$, and

$$\nabla\vartheta-q\mathbf A=-q\,\mathbf a(\boldsymbol\Delta),\qquad \mathbf a=\tfrac12\mathbf B\times\boldsymbol\Delta=\tfrac B2(-\Delta_y,\Delta_x) .$$

For any function $f$, $\mathbf p\,(\Phi f)=\Phi(\mathbf p+\nabla\vartheta)f$, and therefore

$$\boldsymbol\Pi\,[\Phi f]=\Phi\,(\mathbf p-q\mathbf a)f .$$

Behind $\Phi$ the operators are $p_x+\tfrac{qB}2\Delta_y$ and $p_y-\tfrac{qB}2\Delta_x$. They contain the field strength and the separation, and no trace of the gauge or of $\mathbf r'$. Since $\vartheta(\mathbf r',\mathbf r')=0$, a source $\delta^2(\boldsymbol\Delta)$ is unchanged by $\Phi$. The kernel of a function of $\boldsymbol\Pi$ that is fixed by a differential equation and such a source is thus $\Phi$ times a function of $\boldsymbol\Delta$. That is the sense of translation invariance. In a non-uniform field the integral over $u$ would depend on $\mathbf r'$, and the split would fail.

A change of gauge $\mathbf A\to\mathbf A+\nabla\chi$, $A^0\to A^0-\partial_t\chi$ multiplies $S(x,x')$ by $e^{iq[\chi(x)-\chi(x')]}$. It multiplies $\Phi=\exp(-iq\int A_\mu d\xi^\mu)$, taken on the straight line in spacetime, by the same factor. The restriction on the potential can therefore be dropped, and $S/\Phi$ is gauge invariant.

**Q.** The straight line looks arbitrary. A curved path encloses flux and gives another phase.

**A.** It does, for $\int\mathbf A\cdot d\mathbf l$ alone. The identity above says that $q(\mathbf A-\mathbf a)$, with $\mathbf a$ evaluated at $\boldsymbol\xi-\mathbf r'$, is the gradient of $\vartheta$ at each point $\boldsymbol\xi$, so its integral from $\mathbf r'$ to $\mathbf r$ equals $\vartheta$ on any path. On the straight path $\mathbf a\perp d\mathbf l$ and the second term drops. In covariant form, with $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$ and lower components $A_1=-A_x$, $A_2=-A_y$, one has $F_{12}=-B$, and

$$\Phi=\exp\Big[-iq\int_{x'}^{x}d\xi^\mu\big(A_\mu+\tfrac12F_{\mu\nu}(\xi-x')^\nu\big)\Big] .$$

The $\mu=1$ term is $-q(-A_x-\tfrac B2\Delta_y)=q(A_x-a_x)$ and the $\mu=2$ term is $-q(-A_y+\tfrac B2\Delta_x)=q(A_y-a_y)$, as required.

**Q.** If $\Phi$ carries the gauge dependence, can a clever gauge not set it to one?

**A.** For one fixed $\mathbf r'$, yes: the symmetric gauge centred on $\mathbf r'$ does so. For all pairs at once, no. The product $\Phi(1,2)\Phi(2,3)\Phi(3,1)$ is the exponential of $iq\oint\mathbf A\cdot d\mathbf l$ round the circuit $1\to3\to2\to1$, because each $\Phi$ runs from its second point to its first. By Stokes' theorem this is $e^{iqB\mathcal A}$, with $\mathcal A=\tfrac12[(\mathbf r_3-\mathbf r_1)\times(\mathbf r_2-\mathbf r_1)]_z$ the signed area. It is gauge invariant, while a removable phase $e^{i\chi(1)-i\chi(2)}$ would make the product equal to one. Round a loop of three or more points the phases therefore do not cancel in general and have to be kept; for two points $\Phi(1,2)\Phi(2,1)=1$.

**Q.** Then solve for the function behind the phase.

**A.** Write $K=\Phi f(\boldsymbol\Delta,s)$. From $i\partial_sK=\Pi_\perp^2K$ follows $i\partial_sf=(\mathbf p-q\mathbf a)^2f$, with $f\to\delta^2(\boldsymbol\Delta)$ as $s\to0$. Expanding the square,

$$(\mathbf p-q\mathbf a)^2=\mathbf p^2-qB(\Delta_xp_y-\Delta_yp_x)+\tfrac14\beta^2\Delta^2 .$$

The middle term is the angular momentum $L_z$, which commutes with the other two. The initial value is rotationally symmetric, so $f$ stays symmetric and $L_zf=0$. Try $f=N(s)e^{ig(s)\Delta^2}$. In two dimensions $\nabla^2e^{ig\Delta^2}=(4ig-4g^2\Delta^2)e^{ig\Delta^2}$, and the equation divided by $f$ reads

$$i\frac{N'}{N}-g'\Delta^2=-4ig+4g^2\Delta^2+\tfrac14\beta^2\Delta^2 .$$

The powers of $\Delta$ separate into $g'=-4g^2-\beta^2/4$ and $N'/N=-4g$. The first is solved by $g=\tfrac\beta4\cot\beta(s-s_0)$, since its derivative is $-\tfrac{\beta^2}4(1+\cot^2)$. A delta function needs $g\to\infty$ at $s=0$, so $s_0=0$. Then $N'/N=-\beta\cot\beta s$ gives $N=c/\sin\beta s$. The constant follows from the Gaussian integral

$$\int d^2\Delta\;e^{ig\Delta^2-i\mathbf k\cdot\boldsymbol\Delta}=\frac{i\pi}{g}\,e^{-ik_\perp^2/4g},$$

obtained by completing the square, $g\Delta^2-\mathbf k\cdot\boldsymbol\Delta=g(\boldsymbol\Delta-\mathbf k/2g)^2-k_\perp^2/4g$, and using $\int d^2\Delta\,e^{-\eta\Delta^2}=\pi/\eta$ with $\eta=-ig$, $\mathrm{Im}\,g>0$. At $\mathbf k=0$ and small $s$, $g\to1/4s$ and $N\to c/\beta s$, so unit weight requires $4\pi i\,c/\beta=1$:

$$f(\boldsymbol\Delta,s)=\frac{\beta}{4\pi i\sin\beta s}\exp\Big(\frac{i\beta\Delta^2}{4}\cot\beta s\Big) .$$

For $\beta\to0$ this is the free kernel $e^{i\Delta^2/4s}/4\pi is$.

**Q.** I would like to see this survive in a gauge where I can count states by hand.

**A.** Take $\mathbf A=(0,Bx,0)$. The eigenfunctions of $\Pi_\perp^2=p_x^2+(p_y-qBx)^2$ are $e^{ipy}\varphi_\nu(x-p/qB)$, with $\varphi_\nu$ the normalized oscillator functions of $p_x^2+\beta^2x^2$. At $s=-i\tau$ the kernel is the state sum $\int\frac{dp}{2\pi}e^{ip\Delta_y}\sum_\nu e^{-\tau\beta(2\nu+1)}\varphi_\nu(x-p/qB)\varphi_\nu(x'-p/qB)$. With $\sin(-i\beta\tau)=-i\sinh\beta\tau$ and $\cot(-i\beta\tau)=i\coth\beta\tau$, our result is $\Phi\,\frac{\beta}{4\pi\sinh\beta\tau}e^{-\beta\Delta^2\coth(\beta\tau)/4}$.

Consider an electron with $qB=-0.5\,m^2$. The unit of $\beta$ corresponds to $B_{cr}=m^2c^2/e\hbar=4.414\times10^9$ T, so $B=2.207\times10^9$ T, a round model value. The magnetic length is $\beta^{-1/2}=1.4142/m$, with $1/m=386.16$ fm. Let $\mathbf r=(1,0.5)$ and $\mathbf r'=(-0.5,1.5)$ in units $1/m$, so $\Delta^2=1.5^2+1^2=3.25$, and $\tau=1/m^2$. On the segment $x$ averages to $X=(x+x')/2$, so

$$\vartheta_L=qBX\Delta_y=(-0.5)(0.25)(-1)=0.125 .$$

In the symmetric gauge $\mathbf A=\tfrac B2(-y,x)$ the integrand $\tfrac{qB}2[(\mathbf r'+u\boldsymbol\Delta)\times\boldsymbol\Delta]_z=\tfrac{qB}2[\mathbf r'\times\mathbf r]_z$ is constant, and $\vartheta_S=(-0.25)(-0.25-1.5)=0.4375$. The gauges differ by $\chi=Bxy/2$, and $q[\chi(\mathbf r)-\chi(\mathbf r')]=(-0.25)(0.5+0.75)=-0.3125=\vartheta_L-\vartheta_S$. The invariant factor is

$$\frac{0.5}{4\pi\sinh0.5}\,e^{-0.5\times3.25/(4\tanh0.5)}=0.0316995\;m^2 .$$

The state sum gives $0.0314521+0.0039521\,i$, which is this number times $e^{0.125i}$. Shifting both points by $(2,-1)$ moves $X$ to $2.25$ and $\vartheta_L$ to $1.125$; the state sum becomes $0.0136681+0.0286014\,i$, the same modulus with the new phase. The numerical check asserts both equalities.

**Q.** Now the spinor structure. The prefactor $\hat\Pi+m$ still has to act.

**A.** Define the invariant part by $S(x,x')=\Phi(x,x')\int\frac{d^4k}{(2\pi)^4}e^{-ik\cdot(x-x')}\tilde S(k)$, where $e^{-ik\cdot x}=e^{-ik_0t+i\mathbf k\cdot\mathbf x}$. The Gaussian integral with $g=\tfrac\beta4\cot\beta s$ gives the prefactor $\frac{\beta}{4\pi i\sin\beta s}\cdot\frac{4\pi i\tan\beta s}{\beta}=1/\cos\beta s$, so

$$\tilde f=\frac{e^{-i\alpha T}}{\cos\beta s},\qquad T=\tan\beta s,\qquad\alpha=\frac{k_\perp^2}{\beta} .$$

For the numbers above and $\mathbf k_\perp=(0.3,0.4)\,m$, $\alpha=0.5$ and $\tilde f=e^{-0.5\tanh0.5}/\cosh0.5=0.7038619$, which a quadrature of the position kernel reproduces. Under the transform $\mathbf p\to\mathbf k$ and $\boldsymbol\Delta\to i\nabla_k$, since $i\nabla_ke^{-i\mathbf k\cdot\boldsymbol\Delta}=\boldsymbol\Delta e^{-i\mathbf k\cdot\boldsymbol\Delta}$. The operators behind the phase become

$$\Pi_x\to k_x+\tfrac{iqB}2\partial_{k_y},\qquad\Pi_y\to k_y-\tfrac{iqB}2\partial_{k_x} .$$

On $\tilde f$, $\partial_{k_j}$ multiplies by $-2ik_jT/\beta$, and $\tfrac{iqB}2\cdot(-2iT/\beta)=\sigma T$. Thus $\Pi_x\to k_x+\sigma Tk_y$ and $\Pi_y\to k_y-\sigma Tk_x$. Two products are needed: $\gamma^1\Sigma=i\gamma^1\gamma^1\gamma^2=-i\gamma^2$ and $\gamma^2\Sigma=-i\gamma^1\gamma^2\gamma^2=i\gamma^1$. With $\hat k_\perp=\gamma^1k_x+\gamma^2k_y$ they give $\hat k_\perp\,i\Sigma=\gamma^2k_x-\gamma^1k_y$, and so

$$\gamma^1(k_x+\sigma Tk_y)+\gamma^2(k_y-\sigma Tk_x)=\hat k_\perp(1-i\sigma T\Sigma) .$$

The spin factor is $e^{isqB\Sigma}=\cos\beta s+i\sigma\Sigma\sin\beta s=\cos\beta s\,(1+i\sigma T\Sigma)$, because $\Sigma^2=1$. Its cosine cancels the one in $\tilde f$. In the transverse term $(1-i\sigma T\Sigma)(1+i\sigma T\Sigma)=1+T^2$. Collecting,

$$\tilde S(k)=\int_0^\infty ds\;e^{is(k_\parallel^2-m^2)-i\alpha T}\Big[(\hat k_\parallel+m)(1+i\sigma\Sigma T)-\hat k_\perp(1+T^2)\Big] .$$

For $\beta\to0$, $\alpha T\to k_\perp^2s$ and $T\to0$, and the integral is the free propagator $i(\hat k+m)/(k^2-m^2)$, with $\hat k=\hat k_\parallel-\hat k_\perp$ and $k^2=k_\parallel^2-k_\perp^2$.

**Q.** So $\tilde S(k)$ is the propagator of a particle of momentum $k$, and $(\hat k-m)\tilde S=i$?

**A.** No. The equation $(\hat\Pi-m)S=i$ turns, behind the phase, into

$$(\hat k-m)\tilde S-\tfrac{iqB}2\big(\gamma^1\partial_{k_y}-\gamma^2\partial_{k_x}\big)\tilde S=i .$$

The right side is $i$ because $\Phi=1$ at coinciding points. The pair $(k_x,k_y)$ stands in for $(\Pi_x,\Pi_y)$, which do not commute with each other or with $\Pi_\perp^2$, so $\mathbf k_\perp$ labels no eigenstate and is not conserved. The check confirms the equation by finite differences at $k_0=0.6i$, $k_3=0.8$ and the $\mathbf k_\perp$ above, in units of $m$. Without the derivative term the largest matrix element of $(\hat k-m)\tilde S-i$ there has modulus $0.188$, against the unit size of the right side.

**Q.** Your integral worries me. The tangent has poles on the real axis, and it stands in an exponent. Is the integral defined?

**A.** Not on the axis as an ordinary integral; the contour runs below it. At $\beta s=\pi/2$ the cotangent vanishes, $f$ is the constant $\beta/4\pi i$, and its transform is a delta function in $\mathbf k_\perp$: the singular point of $\tilde f$ records this. Because $H_\perp\ge0$, the operator $e^{-isH_\perp}$ is bounded and analytic for $\mathrm{Im}\,s<0$, and real $s$ is its boundary. On the ray $s=re^{-i\theta}$, $0<\theta\le\pi/2$, the formula $\int ds\,e^{is\lambda}=i/\lambda$ holds when $\mathrm{Im}(\lambda e^{-i\theta})>0$. The eigenvalues are $\lambda=a-2n\beta$ with $a=k_\parallel^2-m^2$, and $\mathrm{Im}(\lambda e^{-i\theta})=\mathrm{Im}(ae^{-i\theta})+2n\beta\sin\theta$. The single condition

$$\mathrm{Im}\big[(k_\parallel^2-m^2)e^{-i\theta}\big]>0$$

therefore covers all levels. The integrand is tame on the ray. Put $z=-e^{-2i\beta s}$, so that $|z|=e^{2\beta\,\mathrm{Im}s}<1$. Dividing numerator and denominator by $e^{i\beta s}$,

$$iT=\frac{e^{i\beta s}-e^{-i\beta s}}{e^{i\beta s}+e^{-i\beta s}}=\frac{1+z}{1-z},\qquad\mathrm{Re}\,iT=\frac{1-|z|^2}{|1-z|^2}>0 .$$

Hence, for $r>0$, $|e^{-i\alpha T}|\le1$ with equality only at $k_\perp=0$, and $T$ is finite; at $r=0$, $T=0$, and at large $r$, $T\to-i$. For real $a<0$ any such ray serves. For real $a>0$ the condition fails, and the value must be reached by continuation from $\mathrm{Im}\,a>0$.

For $a<0$ the choice $\theta=\pi/2$, $s=-i\tau$, gives $T=-i\tanh\beta\tau$ and $ds=-i\,d\tau$. Then $1+i\sigma\Sigma T=P_+(1+\tanh\beta\tau)+P_-(1-\tanh\beta\tau)$ and $1+T^2=\mathrm{sech}^2\beta\tau$. With $M^2=m^2-k_\parallel^2$,

$$\tilde S=-i\big[(\hat k_\parallel+m)(A_+P_++A_-P_-)-C\,\hat k_\perp\big],$$

$$A_\pm=\int_0^\infty d\tau\,e^{-M^2\tau-\alpha\tanh\beta\tau}(1\pm\tanh\beta\tau),\qquad C=\int_0^\infty d\tau\,e^{-M^2\tau-\alpha\tanh\beta\tau}\,\mathrm{sech}^2\beta\tau .$$

All three are positive for $M^2>0$ and reduce to $1/(M^2+k_\perp^2)$ at $\beta=0$.

## Part two: Landau-level poles

**Q.** Restate what we carry over, so that I can hold you to it.

**A.** Units are $\hbar=c=1$; $\beta=|qB|$, $\sigma=\mathrm{sgn}(qB)$, $\Sigma=i\gamma^1\gamma^2$, $P_\pm=(1\pm\sigma\Sigma)/2$, $\hat k_\parallel=\gamma^0k_0-\gamma^3k_3$, $\hat k_\perp=\gamma^1k_x+\gamma^2k_y$, $\alpha=k_\perp^2/\beta$, $a=k_\parallel^2-m^2=-M^2$. The propagator $S=i(\hat\Pi-m)^{-1}$ is the straight-line phase $\Phi$ times the Fourier transform of

$$\tilde S=\int_0^\infty ds\;e^{isa-i\alpha T}\big[(\hat k_\parallel+m)(1+i\sigma\Sigma T)-\hat k_\perp(1+T^2)\big],$$

with $T=\tan\beta s$, on a ray $s=re^{-i\theta}$ with $\mathrm{Im}(ae^{-i\theta})>0$. There $z=-e^{-2i\beta s}$ has $|z|<1$ and $iT=(1+z)/(1-z)$. The scalars $A_\pm$ and $C$ are defined by $\tilde S=-i[(\hat k_\parallel+m)(A_+P_++A_-P_-)-C\hat k_\perp]$; for $M^2>0$ they are integrals over $\tau$ of $e^{-M^2\tau-\alpha\tanh\beta\tau}$ times $1\pm\tanh\beta\tau$ and $\mathrm{sech}^2\beta\tau$. The kernel of $e^{-\tau\Pi_\perp^2}$ is $\Phi$ times $\frac{\beta}{4\pi\sinh\beta\tau}e^{-\beta\Delta^2\coth(\beta\tau)/4}$, whose transform is $e^{-\alpha\tanh\beta\tau}/\cosh\beta\tau$, and $\Pi_\perp^2$ has eigenvalues $\beta(2\nu+1)$.

**Q.** I see no poles in that integral. Where are the Landau levels?

The propagator is now a gauge-dependent straight-line phase times a translation-invariant function, whose Fourier transform is a convergent proper-time integral on a suitable ray. It remains to find the Landau-level poles in that integral, and to test the result numerically and in the limits of weak and strong field.

Numbers in the example were calculated in double precision.
